\section*{Apparent High-State Dwell in Telegraph Noise with Missed Low Visits}

\section{The record and the question}

In a small high-k transistor, one oxide trap can switch the drain current between two levels. In an n-channel device, take the high level to mean that the trap is empty and the low level that it holds an electron. The mean high dwell is then the capture time and the mean low dwell the emission time. The amplifier and its filter need some time to register a drop in current. If the electron leaves sooner, the drop is missed, and two high intervals are recorded as one. The capture time read from the record is therefore too long. By how much?

Call the true mean dwells $\tau_H$ and $\tau_L$, and the dead time $t_d$. The model is as follows.
\begin{itemize}
\item Visits alternate between high and low, and all their durations are independent. Low visits have the density $f(t)=e^{-t/\tau_L}/\tau_L$. High visits may have any distribution with mean $\tau_H$.
\item A low visit is seen if it lasts at least $t_d$, and is then recorded with its true start and end. A shorter one is missed, and its duration is counted as high time.
\item Every high visit, however short, resets the detector, so two short low visits never add up to a seen one.
\item There are no false events and no other active traps.
\end{itemize}
An apparent high interval runs from the end of one seen low visit to the start of the next. Its mean is $M_H$.

The running example has round parameters: $\tau_H=20$ ms, $\tau_L=2$ ms, $t_d=1$ ms, at 300 K. It is convenient to write
\begin{equation}
x=\frac{t_d}{\tau_L},
\end{equation}
which is 0.5 here.

\section{Simple case: missed visits of negligible length}

First count the merged high visits and ignore the time spent in the missed low ones. The probability that a low visit is seen is
\begin{equation}
p=\int_{t_d}^{\infty}\frac{e^{-t/\tau_L}}{\tau_L}\,dt=e^{-x}.
\end{equation}
Let $K$ be the number of missed low visits inside one apparent high interval. The interval continues through $K$ misses and ends at the first seen visit, so with $q=1-p$
\begin{equation}
P(K=k)=p\,q^k,\qquad k=0,1,2,\dots
\end{equation}
The generating function is $G(z)=\sum_k p\,q^kz^k=p/(1-qz)$. Its first derivative at $z=1$ gives the mean,
\begin{equation}
n\equiv\langle K\rangle=\frac{pq}{(1-q)^2}=\frac{q}{p}=e^{x}-1 .
\end{equation}
There are $K+1$ high visits in the interval. Their durations are independent of the low durations that determine $K$, so their mean total is
\begin{equation}
(n+1)\tau_H=\frac{\tau_H}{p}=\tau_H e^{x}.
\label{eq:simple}
\end{equation}

For the example, $p=0.6065$. On average 1.6487 high visits merge, and they contribute $1.6487\times20=32.97$ ms.

\textit{Limit.} For $t_d\to0$ every low visit is seen and (\ref{eq:simple}) returns $\tau_H$. The opposite test, $\tau_H\to0$ at fixed $t_d$, exposes the omission: (\ref{eq:simple}) gives zero, although an apparent high interval may still contain missed low visits of finite length.

\section{Adding the hidden low time}

The mean length $m$ of a missed low visit is conditioned on $t<t_d$. Integration by parts gives
\begin{align}
\int_0^{t_d}\frac{t}{\tau_L}e^{-t/\tau_L}\,dt
&=\left[-t\,e^{-t/\tau_L}\right]_0^{t_d}+\int_0^{t_d}e^{-t/\tau_L}\,dt\nonumber\\
&=-t_d\,p+\tau_L(1-p).
\end{align}
Dividing by the probability $q=1-p$ of a miss,
\begin{equation}
m=\tau_L-t_d\,\frac{p}{q}.
\label{eq:m}
\end{equation}
For small $x$, $p/q=1/(e^x-1)=1/x-1/2+\dots$, so $m\to t_d/2$: the density is nearly flat over a short window. In the example $m=0.4585$ ms, slightly below half the dead time because the density falls across the window.

Given $K$, each missed visit has this same mean. The mean hidden time is therefore
\begin{equation}
n\,m=\frac{q}{p}\left(\tau_L-t_d\frac{p}{q}\right)=\tau_L(e^x-1)-t_d .
\end{equation}
Adding it to (\ref{eq:simple}) gives
\begin{equation}
\boxed{M_H=(\tau_H+\tau_L)\,e^{t_d/\tau_L}-\tau_L-t_d .}
\label{eq:main}
\end{equation}
In the example the hidden time is $0.6487\times0.4585=0.297$ ms, and
\begin{equation}
M_H=22\times1.6487-2-1=33.27\ \mathrm{ms}=0.0333\ \mathrm{s}.
\end{equation}
The apparent capture time is 1.66 times the true one. Nearly all of the excess is genuine high time from merged neighbours; the hidden low time is less than 1\% of $M_H$.

\textit{Short dead time.} Expanding the exponential to second order and using $t_d=x\tau_L$,
\begin{align}
M_H&=(\tau_H+\tau_L)\left(1+x+\tfrac12x^2\right)-\tau_L-x\tau_L+O(x^3)\nonumber\\
&=\tau_H+\tau_Hx+\tfrac12(\tau_H+\tau_L)x^2+O(x^3).
\label{eq:series}
\end{align}
The first-order relative error is $t_d/\tau_L$, and the second-order term contributes $\tfrac12x^2+t_d^2/(2\tau_H\tau_L)$. The dead time must be short compared with the low dwell; being short compared with the high dwell does not suffice. If the high dwell is much the shorter of the two, $t_d^2$ must also be small compared with $\tau_H\tau_L$. Here $t_d$ is only 5\% of $\tau_H$, yet $M_H$ is 66\% too long. At $t_d=0.1$ ms the first-order value is 21.00 ms and the full result 21.03 ms. At 4 ms they are 60 and 157 ms.

\textit{Long dead time.} For $x\gg1$ the exponential term dominates, because seen low visits become rare.

\textit{Short high visits.} For $\tau_H\to0$, (\ref{eq:main}) leaves $\tau_L(e^x-1)-t_d$, the hidden time that the simple case lost. This limit relies on arbitrarily short high visits resetting the detector, so that short low visits on either side of them are never joined into a seen one. The two-sided generalization below keeps this assumption.

\section{Cycle check and inversion}

Given that an exponential low visit has lasted $t_d$, its remaining duration again has mean $\tau_L$. The apparent low dwell is thus
\begin{equation}
M_L=\tau_L+t_d,
\label{eq:ML}
\end{equation}
or 3 ms in the example. Adding (\ref{eq:main}),
\begin{equation}
M_H+M_L=(\tau_H+\tau_L)e^{x}=\frac{\tau_H+\tau_L}{p}.
\label{eq:cycle}
\end{equation}
This can be read without the derivation: true cycles have mean length $\tau_H+\tau_L$, and a fraction $p$ of them contains a seen low visit. The example gives $33.27+3.00=36.27$ ms.

Within this model the two apparent means determine the true ones. From (\ref{eq:ML}) and then (\ref{eq:cycle}),
\begin{equation}
\tau_L=M_L-t_d,\qquad
\tau_H=(M_H+M_L)\,e^{-t_d/\tau_L}-\tau_L .
\label{eq:inverse}
\end{equation}
A simulated sequence of $10^6$ low visits, with exponential high visits, gave apparent means of 33.300 and 3.004 ms. Inserting them in (\ref{eq:inverse}) recovers 2.004 ms and 20.04 ms. Replacing the high visits by durations uniform between 0 and 40 ms left the simulated $M_H$ in agreement with (\ref{eq:main}) within five standard errors, the standard error being below 0.5\% of the mean. This tests the claim that only the mean of the high visits enters.

The inversion depends on seen visits keeping their true length. A single-pole filter of time constant $\tau_f$ with a half-amplitude threshold has $t_d=\tau_f\ln2$ and records an isolated low visit of length $w>t_d$ as $w+\tau_f\ln(1-e^{-w/\tau_f})$, which is shorter. For the example such a detector leaves $M_H$ near 33.3 ms but gives $M_L\approx2.7$ ms. Then (\ref{eq:inverse}) returns about 1.7 and 18 ms, and the raw-ratio level error of the next section grows to about 5 meV.

\section{Reading a trap level or a bias trend}

The equilibrium occupation of the trap is $F=[1+g\,e^{(E_T-E_F)/k_BT}]^{-1}$, where $E_T$ is the trap level, $E_F$ the Fermi level and $g$ a degeneracy factor. The fraction of time spent low is $F=\tau_L/(\tau_H+\tau_L)$, hence
\begin{equation}
\frac{\tau_H}{\tau_L}=\frac{1-F}{F}=g\,e^{(E_T-E_F)/k_BT}.
\label{eq:level}
\end{equation}
If the raw ratio $M_H/M_L$ is used instead, $g$ cancels from the error in the inferred level:
\begin{equation}
\delta E=k_BT\ln\frac{M_H/M_L}{\tau_H/\tau_L}
=25.85\ln\frac{11.091}{10}=2.7\ \mathrm{meV}.
\end{equation}
The error is small because $M_L/\tau_L=1+x$, while (\ref{eq:series}) gives $M_H/\tau_H=1+x+O(x^2)$: the first-order errors cancel in the ratio. Suppose instead that the low dwell is corrected, for instance by fitting the exponential tail beyond $t_d$, while the high dwell stays raw. The cancellation is lost, and $\delta E=25.85\ln1.6636=13.2$ meV. For these parameters, correcting one dwell alone is worse than correcting neither.

A bias sweep can mislead in another way. At fixed $\tau_H$ and $t_d$,
\begin{equation}
\frac{\partial M_H}{\partial\tau_L}
=\left(e^x-1-xe^x\right)-x\,\frac{\tau_H}{\tau_L}\,e^x .
\end{equation}
The bracket vanishes at $x=0$ and has derivative $-xe^x$, so it is negative for $x>0$; the last term is negative too. A falling emission time therefore makes the apparent capture time rise even when the true capture time is constant. A trend in $M_H$ alone does not establish a trend in capture.

\section{Generalization: any density of low visits}

A trap with an intermediate state need not have exponential low visits. For a general density $f$ with mean $\tau_L$, let $S=\int_{t_d}^{\infty}f\,dt$ be the seen fraction. The count $K$ is still geometric, with mean $(1-S)/S$, and the mean missed length is $\int_0^{t_d}tf\,dt/(1-S)$. The factor $1-S$ cancels in their product:
\begin{equation}
M_H=\frac{\tau_H}{S}+\frac{1-S}{S}\,\frac{\int_0^{t_d}tf\,dt}{1-S}
=\frac{\tau_H+\int_0^{t_d}t f(t)\,dt}{S}.
\label{eq:general}
\end{equation}

Take emission in two successive steps, each exponential with mean $\tau_L/2$. Then $f(t)=(4t/\tau_L^2)e^{-2t/\tau_L}$. With $u=2t/\tau_L$,
\begin{align}
S&=\int_{2x}^{\infty}u\,e^{-u}\,du=(1+2x)e^{-2x},\\
\int_0^{t_d}tf\,dt&=\frac{\tau_L}{2}\int_0^{2x}u^2e^{-u}\,du
=\tau_L\left[1-(1+2x+2x^2)e^{-2x}\right].
\end{align}
At $x=0.5$ these are 0.736 and 0.161 ms, so $M_H=20.161/0.736=27.4$ ms. This is 17.6\% below the exponential result at the same $\tau_H$, $\tau_L$ and $t_d$. The density vanishes at $t=0$, so fewer visits are short enough to be missed. This density requires capture into one low state and emission only from the other, a one-way cycle that violates detailed balance and needs a driven trap. In equilibrium a short dead time cannot have this effect. With two low states of occupations $\pi_1,\pi_2$ exchanging equal and opposite fluxes $c_1,c_2$ with the high state, $f(0)=(c_1^2/\pi_1+c_2^2/\pi_2)/(c_1+c_2)\ge(c_1+c_2)/(\pi_1+\pi_2)=1/\tau_L$, so the very shortest visits are at least as frequent as in the exponential case. For a reversible chain high--low$_1$--low$_2$ in which every rate out of a low state is 1 ms$^{-1}$, $\tau_L$ is again 2 ms and (\ref{eq:general}) gives $M_H=39.3$ ms, 18\% above the exponential result. Both signs depend on the dead time, because at long $t_d$ the tail of the density decides how many visits are seen. At $t_d=4$ ms the two-step case gives about 235 ms and the reversible chain about 133 ms, against 157 ms for exponential visits.

\textit{Limit.} For small $x$, $1-S=2x^2+O(x^3)$ and the hidden time is $O(x^3)$. Hence $M_H=\tau_H(1+2x^2)+O(x^3)$, without the linear error of (\ref{eq:series}). That linear term comes from the finite density of exponential visits at zero duration.

\section{Generalization: short high visits are missed too}

Now let both kinds of visit be exponential and let the apparent state change only at the start of a visit of the opposite kind lasting at least $t_d$. An apparent high interval begins with such a high visit, whose mean is $\tau_H+t_d$ rather than $\tau_H$. It then continues through missed low visits and high visits of any length until a seen low visit starts. Apart from the first visit the sum is unchanged, so
\begin{equation}
M_H^{(2)}=M_H+t_d=(\tau_H+\tau_L)e^{t_d/\tau_L}-\tau_L .
\end{equation}
Exchanging the labels,
\begin{equation}
M_L^{(2)}=(\tau_H+\tau_L)e^{t_d/\tau_H}-\tau_H .
\end{equation}
The example gives 34.27 ms, or 3.0\% more than $M_H$, and 3.13 ms for the low dwell.

\textit{Limit.} For $t_d\ll\tau_H$, $M_L^{(2)}\to\tau_L+t_d(1+\tau_L/\tau_H)$. This approaches (\ref{eq:ML}) when also $\tau_L\ll\tau_H$, the regime in which the one-sided model serves well for the low dwell. In the example the difference still matters: inserting the two-sided means in (\ref{eq:inverse}) returns 2.13 and 21.2 ms, both about 6\% too long.

\section{A different detector: periodic sampling}

A sampled record without further filtering has no sharp dead time. Let the sampling step be $\Delta$ and both kinds of visit exponential. Starting high, the probability $P(t)$ of being low at time $t$ obeys
\begin{equation}
\frac{dP}{dt}=\frac{1-P}{\tau_H}-\frac{P}{\tau_L},\qquad P(0)=0,
\end{equation}
with the solution
\begin{equation}
P(\Delta)=\frac{\tau_L}{\tau_H+\tau_L}
\left[1-e^{-\Delta(1/\tau_H+1/\tau_L)}\right].
\end{equation}
Each high sample is followed by a low one with this probability, independently of the past. The mean run is $1/P(\Delta)$ samples, or $M_H^{\rm s}=\Delta/P(\Delta)$ in time. For $\Delta=1$ ms,
\begin{equation}
M_H^{\rm s}=\frac{1}{(2/22)(1-e^{-0.55})}=26.0\ \mathrm{ms},
\end{equation}
21.9\% below the sharp-dead-time value. A low visit shorter than $\Delta$ can still contain a sample, whereas a sharp dead time of the same length rejects it.

\textit{Limits.} For $\Delta\to0$, $P\to\Delta/\tau_H$ and the mean returns to $\tau_H$. For large $\Delta$ it grows as $\Delta(1+\tau_H/\tau_L)$, linearly instead of exponentially. A sampling step therefore cannot simply be inserted as $t_d$ in (\ref{eq:main}).

Simulations with the example's times agreed with the two-step, two-sided and sampled high means within five standard errors, each standard error being below 0.5\% of its mean.

\section{How long a record is needed}

For exponential high visits the scatter of apparent intervals follows from the same random sum. The second derivative $G''(1)=2q^2/p^2=2n^2$ is $\langle K(K-1)\rangle$, so $\mathrm{var}\,K=2n^2+n-n^2=n+n^2$. Let $v$ be the variance of a missed low visit and $c=m+\tau_H$ the mean length added by each miss. The scatter of the durations and the scatter of $K$ add:
\begin{equation}
\mathrm{var}\,T=\tau_H^2+n(v+\tau_H^2)+(n+n^2)c^2 .
\end{equation}
Subtract $M_H^2=(\tau_H+nc)^2=\tau_H^2+2n\tau_Hc+n^2c^2$:
\begin{align}
\mathrm{var}\,T-M_H^2&=n\left[v+\tau_H^2+c^2-2\tau_Hc\right]\nonumber\\
&=n\left[v+(c-\tau_H)^2\right]=n(v+m^2).
\end{align}
The last factor is the mean square length of a missed visit, which is below $t_d^2$. In the example the excess is less than $0.65\ \mathrm{ms}^2$, against $M_H^2\approx1107\ \mathrm{ms}^2$. The standard deviation is therefore 33.27 ms, equal to the mean at this precision. The scatter of the high intervals gives almost no warning that they have merged. With a sharp dead time the low intervals do give one: none is shorter than $t_d$, and their standard deviation is $\tau_L=2$ ms against a mean of 3 ms. Behind a single-pole filter this warning is weaker, because recorded low intervals extend down to zero length; for the example their standard deviation is about 2.3 ms against a mean of 2.7 ms.

A 100 s record holds about $10^5/36.27=2757$ apparent intervals. The relative standard error of $M_H$ is $1/\sqrt{2757}=1.9\%$, far smaller than the 66\% bias. A longer record reduces the former and leaves the latter.

\section{The example beside a real gate stack}

The example represents an electron trap in the SiO$_2$ interfacial layer of a high-k transistor. Trap times in such devices span many decades, and milliseconds lie within that range. The 1 ms dead time was chosen comparable with the emission time to make the effect large; at 0.1 ms, with the other parameters fixed, the excess is about 5\%. Real traps may have intermediate states, which break the exponential assumption. At the example's dead time the one-way two-step case lowers $M_H$ by 17.6\%, but it is not an equilibrium process; the reversible chain raises $M_H$ by 18\%. A second active trap would also break the model, and its effect is not estimated here.

Operating conditions matter as well. A dead time 10\% longer raises $M_H$ by 5.3\%. With a rough activation energy of 0.6 eV for both times, warming by 1 K shortens each by about 7\% but lowers $M_H$ by only 3.5\%, because a shorter $\tau_L$ also means more missed visits. Equal activation energies are a simplification: for $g=1$, (\ref{eq:level}) puts them about 60 meV apart, and the drop is then about 4\%. For a gate drift, take a trap 0.5 nm deep in a stack of 1.0 nm equivalent oxide thickness, with a uniform oxide field and fixed surface potential. A rise of 1 mV lowers the trap level by 0.5 meV relative to the channel. If (\ref{eq:level}) is satisfied by changing the capture time alone, $M_H$ falls by 1.9\%, as much as the standard error of the 100 s record; if the emission time alone changes, it falls by 1.0\%. A fixed surface potential is an approximation for strong inversion. A classical estimate with Boltzmann statistics and a substrate doping of $10^{18}$ cm$^{-3}$ gives a level shift of about 0.55 meV at 0.5 V above threshold, and the capture-only figure is then 2.1\%. At this oxide thickness the inversion layer is degenerate and quantized: Fermi--Dirac statistics raise the shift to about 0.6 meV, and quantum confinement to about 0.65 meV, with a capture-only figure near 2.5\%. Below threshold the surface potential follows most of the gate change, the level shift approaches 1 meV, and the capture-only figure nearly doubles.

\section*{Numbers as computed}
\begin{verbatim}
True mean high dwell (capture time): 20.0 ms
True mean low dwell (emission time): 2.0 ms
Dead time: 1.0 ms; temperature: 300 K
Dead time / low dwell: 0.500
Probability that a low visit is seen: 0.6065
Mean number of high visits merged: 1.6487
Mean number of missed low visits: 0.6487
Mean length of a missed low visit: 0.4585 ms
True high time in apparent interval: 32.974 ms
Hidden low time in apparent interval: 0.297 ms
Apparent mean high dwell: 33.272 ms = 0.03327 s
Apparent / true high dwell: 1.6636
Apparent mean low dwell: 3.000 ms
Apparent mean cycle: 36.272 ms
Simulated low visits: 1000000
Simulated apparent high dwell: 33.300 ms
Simulated apparent low dwell: 3.004 ms
High dwell recovered from simulation: 20.036 ms
Low dwell recovered from simulation: 2.004 ms
Dead time, apparent high dwell, first-order value (ms):
  0.1  21.028  21.000
  0.5  25.749  25.000
  1.0  33.272  30.000
  2.0  55.802  40.000
  4.0  156.559  60.000
Thermal energy: 25.85 meV
True dwell ratio high/low: 10.000
Raw apparent dwell ratio: 11.091
Trap-level error, both means raw: 2.68 meV
Trap-level error, only low corrected: 13.16 meV
Neglected effects on the apparent high dwell:
  short high visits also missed: 34.27 ms, change +3.0 %
  apparent low dwell in that case: 3.128 ms
  sampling every 1.0 ms instead: 26.00 ms, change -21.9 %
  two-step emission: 27.40 ms, change -17.6 %
  dead time 10 % longer: 35.03 ms, change +5.3 %
  activation energy assumed: 0.6 eV
  warming by 1 K: 32.10 ms, change -3.5 %
  trap depth 0.5 nm, equivalent oxide 1.0 nm
  gate drift 1 mV: 32.64 ms, change -1.9 %
  standard deviation of one apparent dwell: 33.27 ms
  apparent intervals in 100 s: 2757
  standard error of the mean: 1.90 %
\end{verbatim}
